# Potential of a Dipole Strip and the Barrier of Narrow Contacts, part 1

(Sections cited here and not found follow in the second part.)

### A layer without edges

Take two infinite, parallel sheets of charge in a medium of permittivity $\epsilon$. The upper sheet carries $+\sigma$ per unit area at $z=+d/2$, the lower one $-\sigma$ at $z=-d/2$. Outside the pair the two fields cancel. Between the sheets they add to a field of strength $\sigma/\epsilon$ pointing down, from the positive to the negative sheet. Crossing the layer upwards therefore raises the potential by $\sigma d/\epsilon$. With the dipole moment per unit area $p=\sigma d$, counted positive when it points up, and with the zero of potential halfway between the sheets,

$$
\phi=+\frac{p}{2\epsilon}\ \text{above},\qquad \phi=-\frac{p}{2\epsilon}\ \text{below}.
$$

An electron has potential energy $-e\phi$, where $e>0$ is the elementary charge. A layer with $p>0$ thus lowers the electron energy above it. The local vacuum level, the energy of an electron at rest in the local electrostatic potential, moves by $-e\phi$. In a semiconductor the conduction-band edge follows it, provided that the electron affinity is the same everywhere, as assumed here.

In this special case the shift is the same at every height, because no field exists outside the layer. A layer of finite width has edges, and field lines pass around them from the upper face to the lower. The potential above the layer then falls with height.

### From point dipoles to a strip

Let the layer occupy $|x|<w/2$ in the plane $z=0$ and extend without end along $y$. The moment $p$ is uniform, the medium is uniform on both sides, and the potential vanishes far away. SI formulas are used, since volts and nanometres are the natural units of a contact.

Start with charges $\pm q$ at $z=\pm d/2$. At a point at distance $r$ from their midpoint and at height $z$, the distances $r_\pm$ to the two charges obey

$$
r_\pm^2=r^2\mp zd+\frac{d^2}{4}.
$$

For $d\ll r$ the last term may be dropped, and the expansion $(1+a)^{-1/2}\approx1-a/2$ gives

$$
\frac1{r_\pm}\approx\frac1r\left(1\pm\frac{zd}{2r^2}\right),\qquad
\frac1{r_+}-\frac1{r_-}\approx\frac{zd}{r^3}.
$$

The potential of the pair is $qd\,z/(4\pi\epsilon r^3)$. An area element $dx'\,dy'$ of the layer has the moment $p\,dx'\,dy'$ in place of $qd$. The strip is the sum of such elements:

$$
\phi(x,z)=\frac{pz}{4\pi\epsilon}\int_{-w/2}^{w/2}dx'\int_{-\infty}^{\infty}
\frac{dy'}{(s^2+y'^2)^{3/2}},\qquad s^2=(x'-x)^2+z^2 .
$$

For the inner integral put $y'=s\tan t$. Then $dy'=s\,dt/\cos^2t$ and $(s^2+y'^2)^{3/2}=s^3/\cos^3t$, so that

$$
\int_{-\infty}^{\infty}\frac{dy'}{(s^2+y'^2)^{3/2}}
=\frac1{s^2}\int_{-\pi/2}^{\pi/2}\cos t\,dt=\frac{2}{s^2}.
$$

With $u=x'-x$ the remaining integral, for $z>0$, is

$$
\phi(x,z)=\frac{p}{2\pi\epsilon}\int_{-w/2-x}^{w/2-x}\frac{z\,du}{u^2+z^2}
=\frac{p}{2\pi\epsilon}\left[\arctan\frac{w/2-x}{z}+\arctan\frac{w/2+x}{z}\right].
$$

The plus sign in the bracket arises because the arctangent is odd and the lower limit is $-(w/2+x)$. Above the centre, $x=0$, the two terms are equal and

$$
\boxed{\phi(0,z)=\frac{p}{\pi\epsilon}\arctan\frac{w}{2z}},\qquad z>0 .
$$

The angle that the strip subtends in the $xz$ plane is $\theta=2\arctan(w/2z)$, so the result is also $\phi=p\theta/(2\pi\epsilon)$. A strip seen under a right angle, which happens at $z=w/2$, gives half the potential of an infinite layer.

A direct Coulomb integral over point dipoles at $z=w$ gives $0.1476\,p/\epsilon$, and the formula gives $\arctan(1/2)/\pi=0.1476$ in the same unit.

### What a narrow strip loses

For $z\ll w$ use $\arctan a=\pi/2-\arctan(1/a)$, valid for $a>0$:

$$
\phi(0,z)=\frac{p}{2\epsilon}-\frac{p}{\pi\epsilon}\arctan\frac{2z}{w}
\approx\frac{p}{2\epsilon}-\frac{2pz}{\pi\epsilon w}.
$$

The first term is the infinite-layer value. For $z\gg w$ the series $\arctan a=a-a^3/3+\dots$ gives

$$
\phi(0,z)\approx\frac{pw}{2\pi\epsilon z}\left[1-\frac13\left(\frac{w}{2z}\right)^2\right].
$$

The potential now depends on $p$ and $w$ through the product $pw$, the moment per unit length. At $z=20w$ the correction in the bracket is $-(1/40)^2/3=-0.00021$. The Coulomb integral divided by the leading term is 0.99979 there, in agreement.

The integrand for $\phi$ is odd in $z$, so $\phi(0,-z)=-\phi(0,z)$. As $z$ tends to zero from the two sides, the difference tends to $p/\epsilon$ for every nonzero $w$. In the ideal thin layer the local step does not depend on the width. What a narrow strip loses is the shift at heights comparable with its width or larger.

The field on the axis shows where the shift goes. Since $d\arctan(a/z)/dz=-a/(z^2+a^2)$, with $a=w/2$,

$$
E_z(0,z)=-\frac{\partial\phi}{\partial z}
=\frac{p}{\pi\epsilon}\,\frac{w/2}{z^2+w^2/4}.
$$

Just above the strip this equals $2p/(\pi\epsilon w)$. A narrower strip has a stronger surface field, which extends over a shorter height. Its integral from the surface to infinity is $p/(2\epsilon)$ whatever the width.

### A strip on a metal

At a contact the layer lies on a conductor. Let the metal fill $z<0$ at zero potential, and let a sheet of charge $\sigma$ and width $w$ lie at height $d$ above it. The plane $z=0$ stays at zero potential if the metal is replaced by an image sheet $-\sigma$ at $z=-d$. The real and image sheets are separated by $2d$ and form a layer of moment $2\sigma d$ per unit area.

If $p=\sigma d$ denotes the moment of the real charge measured from the metal surface, the potential above the layer is twice that of the free strip. Define the local step $D=p/\epsilon$, in volts. For $z\gg d$,

$$
\boxed{\phi_{\rm m}(0,z)=\frac{2D}{\pi}\arctan\frac{w}{2z}} .
$$

Off the axis the same doubling gives

$$
\phi_{\rm m}(x,z)=\frac{D}{\pi}\left[\arctan\frac{w/2-x}{z}+\arctan\frac{w/2+x}{z}\right].
$$

Let $z\to0^+$. Over the strip both arctangents tend to $\pi/2$ and $\phi_{\rm m}\to D$. Beside the strip they tend to $\pi/2$ and $-\pi/2$, and $\phi_{\rm m}\to0$. The formula therefore solves Laplace's equation with the potential $D$ prescribed on the strip and zero on the surrounding metal.

This view also covers a thin interface layer whose permittivity $\epsilon_{\rm l}$ differs from that of the medium above it. If both $d$ and $\epsilon d/\epsilon_{\rm l}$ are much smaller than $w$, the layer acts locally as a plane capacitor, and $D=\sigma d/\epsilon_{\rm l}$ is the step to use. The second condition ensures that the field leaking into the medium above takes up only a small part of the sheet charge. The permittivity above the layer does not then appear separately in $\phi_{\rm m}$.

The two cases compare as follows, in units of $p/\epsilon$:

| $z/w$ | free strip | strip on metal |
|---|---|---|
| 0.1 | 0.4372 | 0.8743 |
| 0.5 | 0.2500 | 0.5000 |
| 1.0 | 0.1476 | 0.2952 |
| 5.0 | 0.0317 | 0.0635 |

The factor of two matters when a measured or calculated step is used as input. A work-function difference between the strip and its surroundings is the full step $D$. It belongs in the metal-backed formula without a further factor. This holds for a patch facing vacuum. At a metal–semiconductor contact the step is the difference of the local barrier heights, and on silicon interface states pin the Fermi level, so that only part of a vacuum work-function difference appears in it.

### A second grounded plane

In a depleted semiconductor the strip potential is screened at some distance $L$ from the metal. The simplest model of this is a second grounded plane at $z=L$. A dipole normal to a grounded plane has an image that points the same way. Repeated reflection in the two planes places equal copies of the strip at $z=2nL$ for every integer $n$:

$$
\phi_L(0,z)=\frac{2D}{\pi}\sum_{n=-\infty}^{\infty}\arctan\frac{w/2}{z+2nL},
$$

where the terms $n$ and $-n$ are added in pairs. At $z=L$ the terms $n$ and $-n-1$ cancel, so the plane is indeed at zero potential.

To sum the series, note that $\arctan(a/b)$ is the phase of $1+ia/b$ when $b>0$, and that the same holds for $b<0$ with a phase between $-\pi/2$ and 0. The sum is the phase of a product. By the product formula $\sin\pi\zeta=\pi\zeta\prod_{n\ge1}(1-\zeta^2/n^2)$,

$$
\prod_n\left(1+\frac{iw/2}{z+2nL}\right)=\frac{\sin(A+iB)}{\sin A},\qquad
A=\frac{\pi z}{2L},\quad B=\frac{\pi w}{4L}.
$$

Since $\sin(A+iB)=\sin A\cosh B+i\cos A\sinh B$, the ratio has the real part $\cosh B$ and the imaginary part $\cot A\sinh B$. The sum of the phases changes continuously from zero at $w=0$, and the real part stays positive, so no multiple of $2\pi$ enters. The sum is therefore the arctangent of $\cot A\tanh B$, and

$$
\phi_L(0,z)=\frac{2D}{\pi}\arctan\left[\cot\frac{\pi z}{2L}\,\tanh\frac{\pi w}{4L}\right],\qquad 0<z<L .
$$

For $L\gg z,w$ the bracket becomes $(2L/\pi z)(\pi w/4L)=w/2z$, and the earlier result returns.

This formula and the image argument were tested together by solving Poisson's equation on a grid for a charge sheet just above grounded metal, with $L=3w$. At three heights on the axis, between about half and one and a half strip widths, the largest deviation was 0.00048 of the step.

### Conditions for use

The height must be large compared with the thickness $d$ of the dipole layer and, if the layer consists of separate dipoles, with their lateral spacing. Closer in, the potential can depend on the individual charges. The surface must be flat and the step uniform over $|x|<w/2$.

The strip must also be long. For a strip of length $\ell$, at its midpoint, the inner integral runs over $|y'|<\ell/2$. The substitution used above then gives $2\sin t$ at the upper limit in place of 2, with $\tan t=\ell/(2s)$. Each line's contribution is reduced by the factor

$$
\sin t=\frac{\ell/2}{\sqrt{s^2+\ell^2/4}}\approx1-\frac{2s^2}{\ell^2}.
$$

The loss is small when $\ell$ is much larger than both $z$ and $w$. For heights far beyond $\ell$, the patch acts as a point dipole and its potential falls as $1/z^2$ on the axis.

In code, $\arctan(w/2z)$ is best evaluated as a two-argument arctangent of $w$ and $2z$. This gives the correct limit $\pi/2$ at $z=0$ without a division by zero.

## Part 2. The barrier of a narrow contact

### Symbols and results carried over

The metal fills $z<0$ and the semiconductor, of permittivity $\epsilon$, lies above it. A long strip $|x|<w/2$ of the interface has a potential higher by $D>0$ than the surrounding interface. Its contribution on the axis is $\phi_{\rm m}=(2D/\pi)\arctan(w/2z)$, and its off-axis form was given in Part 1. An electron has energy $-e\phi$, so the strip is a region of low barrier. Away from it the barrier is $\Phi$, measured from the metal's Fermi level to the conduction-band edge at the interface.

### The depletion field

Let the semiconductor be n-type with $N$ ionized donors per unit volume, and let electrons be absent for $0<z<W$. This is the depletion approximation. The charge density $eN$ gives $\phi''=-eN/\epsilon$, so the electron energy obeys $U_0''=e^2N/\epsilon$. With $U_0$ flat at $z=W$ and measured from $\Phi$,

$$
U_0(z)=-E_{\rm b}+\frac{e^2N}{2\epsilon}(W-z)^2,\qquad
E_{\rm b}=\frac{e^2NW^2}{2\epsilon},
$$

where $E_{\rm b}$ is the band bending, fixed by the requirement $U_0(0)=0$. Expanding the square,

$$
U_0(z)=-eFz+E_{\rm b}\frac{z^2}{W^2},\qquad eF=\frac{2E_{\rm b}}{W}.
$$

For $z\ll W$ the linear term suffices. The field of strength $F$ drives electrons away from the metal. The strip's own field does the opposite, because electrons are attracted back to the region of high potential.

Poisson's equation is linear, so with the donor charge held fixed the two potentials add:

$$
U(z)=\Phi-eFz-\frac{2eD}{\pi}\arctan\frac{w}{2z}.
$$

We now have the potential of a dipole strip, free and on a metal, and the electron energy on the axis when the strip's potential is added to the depletion field. What remains is to find where that energy is highest, how much the strip lowers the barrier, and how large the corrections are for a real contact.
